# Why one fitted conductivity cannot repair Fourier's law near nanoscale heaters: test program

```python
"""
Result under test: near small heat sources no single fitted conductivity makes
Fourier's law agree with the phonon Boltzmann equation for all readings.

Model: infinite isotropic medium, steady state, one phonon speed v, one mean
free path L, isotropic scattering, heat capacity C, bulk conductivity k=C*v*L/3.
Sinusoidal source of wavenumber q, x=q*L, A=arctan(x)/x:
    k(q)/k = 3*(1-A)/(x^2*A)
Gaussian heater of width s and power P: T = Fourier part + excess part.
Dimensionless temperature: k*L*T/P.  Dimensionless lengths: rho=r/L, sigma=s/L.
A heater that reads its own profile-averaged temperature has sigma=sqrt(2)*s/L.
Fitted conductivity / k = Fourier temperature / Boltzmann temperature.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erf

ROOT2 = np.sqrt(2.0)
NODES, WEIGHTS = np.polynomial.legendre.leggauss(20)


def k_ratio(x):
    """Wavenumber-dependent conductivity divided by the bulk value."""
    a = np.arctan(x) / x
    return 3 * (1 - a) / (x**2 * a)


def excess_kernel(x):
    """A/(3(1-A)) - 1/x^2, with a power series where the terms cancel."""
    x = np.asarray(x, float)
    small = x < 0.3
    y = np.where(small, x, 0.1)**2
    top = sum((-1)**n * y**(n - 2) * (3/(2*n + 1) - 1/(2*n - 1))
              for n in range(2, 18))
    bottom = 3 * sum((-1)**(n + 1) * y**(n - 1) / (2*n + 1)
                     for n in range(1, 18))
    z = np.where(small, 1.0, x)
    a = np.arctan(z) / z
    return np.where(small, top / bottom, a / (3*(1 - a)) - 1/z**2)


def fourier(rho, sigma):
    if rho == 0:
        return np.sqrt(2/np.pi) / (4*np.pi*sigma)
    return erf(rho / (ROOT2*sigma)) / (4*np.pi*rho)


def excess(rho, sigma):
    """Boltzmann minus Fourier temperature; negligible beyond 30 free paths."""
    if rho > 30:
        return 0.0
    edges = np.linspace(0, 9/sigma, 401)
    half = np.diff(edges)[:, None] / 2
    x = (edges[:-1, None] + half) + half*NODES
    f = x**2 * excess_kernel(x) * np.exp(-(x*sigma)**2/2)
    f = f * np.sinc(x*rho/np.pi)
    return float(np.sum(half*WEIGHTS*f) / (2*np.pi**2))


def temperatures(rho, sigma):
    f = fourier(rho, sigma)
    return f, f + excess(rho, sigma)


def array_temperatures(pitch, width):
    """Mean temperature of the central heater in a 7 by 7 square array."""
    counts = {}
    for i in range(-3, 4):
        for j in range(-3, 4):
            counts[i*i + j*j] = counts.get(i*i + j*j, 0) + 1
    total = np.zeros(2)
    for square, number in counts.items():
        total += number*np.array(
            temperatures(pitch*np.sqrt(square), ROOT2*width))
    return total


# ---- Test k(q): finite differences in space, discrete phonon directions ----
def k_ratio_by_grid(x, n=121):
    h = 2*np.pi / x / n
    eye = np.eye(n)
    d = (np.roll(eye, 1, axis=1) - np.roll(eye, -1, axis=1)) / (2*h)
    mus, wts = np.polynomial.legendre.leggauss(64)
    inverses = [np.linalg.inv(eye + mu*d) for mu in mus]
    mean = sum(w*m for w, m in zip(wts, inverses)) / 2
    phase = 2*np.pi*np.arange(n)/n
    source = np.cos(phase)
    temp = np.linalg.lstsq(eye - mean, mean @ source, rcond=1e-10)[0]
    flux = sum(w*mu*(m @ (temp + source))
               for w, mu, m in zip(wts, mus, inverses)) / 2
    conductivity = (flux @ np.sin(phase)) / (x*(temp @ np.cos(phase)))
    return 3*conductivity


grid_values = {}
for x in (0.3, 1.0, 5.0):
    grid_values[x] = k_ratio_by_grid(x)
    # second-order space grid: relative error of order 1e-3
    assert abs(grid_values[x]/k_ratio(x) - 1) < 3e-3
assert np.all(np.diff(k_ratio(np.geomspace(0.01, 1000, 400))) < 0)
assert abs((1 - k_ratio(0.02))/0.02**2 - 4/15) < 1e-3
assert abs(k_ratio(1e4)*1e4*np.pi/6 - 1) < 1e-3

# ---- Test temperatures: random walk of phonons, no Fourier transform ----
SIG = 0.2
rng = np.random.default_rng(7)
walkers = 300_000
pos = SIG*rng.standard_normal((walkers, 3))
heater_score = np.zeros(walkers)
shell_score = np.zeros(walkers)
r_in, r_out = 0.9, 1.1
shell_volume = 4*np.pi/3*(r_out**3 - r_in**3)
for collision in range(60):
    step = rng.standard_normal((walkers, 3))
    length = rng.exponential(size=walkers)
    step *= (length/np.sqrt(np.einsum('ij,ij->i', step, step)))[:, None]
    pos += step
    r2 = np.einsum('ij,ij->i', pos, pos)
    heater_score += np.exp(-r2/(2*SIG**2)) / (2*np.pi*SIG**2)**1.5
    shell_score += ((r2 > r_in**2) & (r2 < r_out**2)) / shell_volume
# later collisions: diffusive tail from the last position
r_last = np.sqrt(r2)
heater_score += 3*erf(r_last/(ROOT2*SIG)) / (4*np.pi*r_last)
shell_score += 3/(4*np.pi*np.maximum(r_last, 1.0))
walk_heater = heater_score.mean()/3
err_heater = heater_score.std()/3/np.sqrt(walkers)
walk_shell = shell_score.mean()/3
err_shell = shell_score.std()/3/np.sqrt(walkers)

heater_f, heater_b = temperatures(0, ROOT2*SIG)
r_nodes = 1.0 + 0.1*NODES
shell_w = WEIGHTS*r_nodes**2
shell_w = shell_w/shell_w.sum()
shell_pairs = np.array([temperatures(r, SIG) for r in r_nodes])
shell_f, shell_b = shell_w @ shell_pairs
# 4.5 standard errors of the random walk
assert abs(walk_heater - heater_b) < 4.5*err_heater
assert abs(walk_shell - shell_b) < 4.5*err_shell
assert abs(walk_heater - heater_f) > 10*err_heater
assert abs(walk_shell - shell_f) > 10*err_shell


# ---- Test size law, its limits and the harmonic average ----
def size_fit(width):
    f, b = temperatures(0, ROOT2*width)
    return f/b


for width in (0.05, 0.2, 1.0):
    average = quad(lambda u: np.exp(-u*u)/k_ratio(max(u/width, 1e-3)),
                   0, 9, epsabs=1e-10, limit=200)[0]*2/np.sqrt(np.pi)
    assert abs(average*size_fit(width) - 1) < 1e-5
assert abs(size_fit(0.001)/(6*0.001/np.sqrt(np.pi)) - 1) < 5e-3
assert abs((1/size_fit(10.0) - 1)*100/(2/15) - 1) < 0.02
assert np.all(np.diff([size_fit(w) for w in np.geomspace(.01, 10, 30)]) > 0)

# ---- Test confinement of the excess temperature near the source ----
decay = np.log(4*excess(4, SIG)/(6*excess(6, SIG)))/2
assert 1.0 < decay < 2.0

# ---- Worked example, round model parameters ----
C, v, L, P = 1.5e6, 4000.0, 100e-9, 10e-6
k = C*v*L/3
L_nm = L*1e9
scale = P/(k*L)
print(f"heat capacity = {C/1e6:.2f} MJ/(m^3 K); speed = {v:.0f} m/s")
print(f"mean free path = {L_nm:.0f} nm; scattering time = {L/v*1e12:.1f} ps")
print(f"power per heater = {P*1e6:.1f} uW; bulk k = {k:.1f} W/(m K)")
print("sinusoidal source: q*L, period (nm), k(q)/k formula, k(q)/k grid")
for x, value in grid_values.items():
    print(f"  {x:.1f}  {2*np.pi*L_nm/x:.1f}  {k_ratio(x):.4f}  {value:.4f}")
print("random walk, 20 nm heater: T (K), std error (K), formula (K)")
print(f"  heater mean: {walk_heater*scale:.4f}  {err_heater*scale:.4f}"
      f"  {heater_b*scale:.4f}")
print(f"  90-110 nm shell: {walk_shell*scale:.5f}  {err_shell*scale:.5f}"
      f"  {shell_b*scale:.5f}")

fits = {}


def show(key, label, pair):
    f, b = pair
    fits[key] = k*f/b
    print(f"  {label}  {f*scale:.5f}  {b*scale:.5f}  {fits[key]:.1f}")


print("isolated heater: width (nm), T Fourier bulk k (K), T Boltzmann (K),"
      " k_fit (W/(m K))")
for s in (5, 20, 50, 100, 500):
    show(("size", s), f"{s}", temperatures(0, ROOT2*s/L_nm))
print("probe near 20 nm heater: distance (nm), same three columns")
for r in (50, 100, 200, 500):
    show(("probe", r), f"{r}", temperatures(r/L_nm, SIG))
print("7x7 array of 20 nm heaters: pitch (nm), same three columns")
for d in (1, 50, 100, 200, 500, 2000, 1000000):
    show(("array", d), f"{d}", array_temperatures(d/L_nm, SIG))

single = fits[("size", 20)]
assert abs(fits[("array", 1)]/single - 1) < 0.04
assert abs(fits[("array", 1000000)]/single - 1) < 3e-3
assert fits[("array", 100)] > 1.3*single
assert abs(fits[("probe", 500)]/k - 1) < 0.01
assert fits[("probe", 50)] < 0.95*fits[("probe", 500)]

calibrated = fits[("size", 50)]
print(f"constant calibrated on 50 nm heater = {calibrated:.1f} W/(m K)")
print("error of Fourier temperature with that constant (%):")
for key, label in ((("size", 5), "5 nm heater"),
                   (("size", 500), "500 nm heater"),
                   (("probe", 500), "probe at 500 nm, 20 nm heater"),
                   (("array", 100), "array, pitch 100 nm")):
    print(f"  {label}: {100*(fits[key]/calibrated - 1):+.1f}")

values = np.array(list(fits.values()))
low, high = values.min(), values.max()
best = (low + high)/2
worst = (high - low)/(high + low)
search = minimize_scalar(lambda c: np.max(np.abs(values/c - 1)),
                         bounds=(low, high), method="bounded",
                         options={"xatol": 1e-6})
assert abs(search.x/best - 1) < 1e-3
assert abs(search.fun/worst - 1) < 1e-3
assert worst > 0.2
print(f"smallest and largest k_fit = {low:.1f}, {high:.1f} W/(m K)")
print(f"best single constant = {best:.1f} W/(m K);"
      f" worst error = {100*worst:.1f} %")
print(f"decay rate of r*excess, 400 to 600 nm = {decay:.3f} per free path")
print("tests ok")
```

Printed output:

```
heat capacity = 1.50 MJ/(m^3 K); speed = 4000 m/s
mean free path = 100 nm; scattering time = 25.0 ps
power per heater = 10.0 uW; bulk k = 200.0 W/(m K)
sinusoidal source: q*L, period (nm), k(q)/k formula, k(q)/k grid
  0.3  2094.4  0.9771  0.9767
  1.0  628.3  0.8197  0.8195
  5.0  125.7  0.3169  0.3168
random walk, 20 nm heater: T (K), std error (K), formula (K)
  heater mean: 0.2383  0.0008  0.2368
  90-110 nm shell: 0.04389  0.00013  0.04389
isolated heater: width (nm), T Fourier bulk k (K), T Boltzmann (K), k_fit (W/(m K))
  5  0.44897  2.89678  31.0
  20  0.11224  0.23678  94.8
  50  0.04490  0.05925  151.5
  100  0.02245  0.02484  180.8
  500  0.00449  0.00451  199.0
probe near 20 nm heater: distance (nm), same three columns
  50  0.07859  0.11931  131.7
  100  0.03979  0.04402  180.8
  200  0.01989  0.02021  196.9
  500  0.00796  0.00796  200.0
7x7 array of 20 nm heaters: pitch (nm), same three columns
  1  5.49071  11.57003  94.9
  50  1.74362  2.17358  160.4
  100  0.94158  1.09562  171.9
  200  0.52694  0.65314  161.4
  500  0.27812  0.40266  138.1
  2000  0.15371  0.27825  110.5
  1000000  0.11232  0.23686  94.8
constant calibrated on 50 nm heater = 151.5 W/(m K)
error of Fourier temperature with that constant (%):
  5 nm heater: -79.5
  500 nm heater: +31.3
  probe at 500 nm, 20 nm heater: +31.9
  array, pitch 100 nm: +13.4
smallest and largest k_fit = 31.0, 200.0 W/(m K)
best single constant = 115.5 W/(m K); worst error = 73.2 %
decay rate of r*excess, 400 to 600 nm = 1.269 per free path
tests ok
```
